Regularised Inversion of Layer-Removal Curvature for Residual Stress, with Error Analysis

**1. Definitions and conventions**

A plate occupies 0 < z < H, and material is removed from the top. M(z) = E/(1−ν) is its biaxial modulus, which may be graded or change from layer to layer. Before removal the plate is free and carries an equibiaxial residual stress σ(z), positive in tension. When the thickness has fallen to h, the curvature κ(h) is read. Positive κ means that in-plane strain rises with z, so the top face is convex. A tensile film on top therefore gives negative κ.

The assumptions are elastic response, a sag small compared with the thickness, stress that depends on z only, negligible edge effects, and removal that adds no stress. Readings are taken at spacing Δ and have independent errors of standard deviation s.

For the remaining plate define

A(h) = ∫₀ʰ M dz,
z₀(h) = (1/A) ∫₀ʰ M z dz,
D(h) = ∫₀ʰ M (z − z₀)² dz.

These are the stretching stiffness, the height of the neutral plane and the bending stiffness per unit width. The change of curvature is δ(h) = κ(h) − κ(H), so δ(H) = 0. A prime denotes d/dh.

**2. From stress to curvature**

Removal changes the strain at level z by ε(h) + δ(h)z, so the stress becomes

σ_h(z) = σ(z) + M(z)[ε(h) + δ(h)z].

The remaining plate is free, so its force and moment vanish:

∫₀ʰ σ_h dz = 0,  ∫₀ʰ z σ_h dz = 0.

Subtract z₀ times the first condition from the second. By the definition of z₀, ∫₀ʰ M(z − z₀)dz = 0, which removes ε. For the same reason ∫₀ʰ M z(z − z₀)dz = D. Hence

∫₀ʰ σ(z)[z − z₀(h)] dz + D(h)δ(h) = 0.

The initial stress has no force or moment over the full thickness, so its integral with weight z − z₀(h) from 0 to H is zero. The integral from 0 to h is then minus the integral from h to H, and

δ(h) = (1/D(h)) ∫ₕᴴ σ(z)[z − z₀(h)] dz.  (1)

This is a Volterra equation of the first kind. It contains the stress of the removed material alone, so the readings give no depth-resolved stress below the last cut.

**3. The exact inverse**

Let τ(h) = σ_h(h) be the current stress at the exposed surface. Differentiating the two balance conditions with respect to h gives a boundary term from the moving limit and an integral of the strain rate:

τ + ∫₀ʰ M(ε′ + κ′z) dz = τ + Aε′ + Az₀κ′ = 0,
hτ + ∫₀ʰ M z(ε′ + κ′z) dz = 0.

Subtracting z₀ times the first from the second leaves (h − z₀)τ + Dκ′ = 0, so

τ(h) = −D κ′/(h − z₀).  (2)

The first condition gives ε′ = −τ/A − z₀κ′. The strain rate at a fixed level z is therefore

ε′ + κ′z = κ′(h) { D/[A(h − z₀)] + z − z₀ }.

The layer at z is exposed when h = z. By then its stress has changed from σ(z) to τ(z) through the strain accumulated as h fell from H to z. Integration in that direction gives τ(z) = σ(z) − M(z)∫_zᴴ(ε′ + κ′z)dh, or

σ(z) = τ(z) + M(z) ∫_zᴴ κ′(h) { D/[A(h − z₀)] + z − z₀ } dh.  (3)

Here A, D and z₀ inside the integral are taken at h. One derivative of the data is needed, and it enters most directly through τ.

For uniform M, A = Mh, z₀ = h/2 and D = Mh³/12. Then τ(z) = −Mz²δ′(z)/6, and the brace becomes h/6 + z − h/2 = z − h/3. Integration by parts with δ(H) = 0 gives

∫_zᴴ δ′(z − h/3) dh = −(2z/3)δ(z) + (1/3)∫_zᴴ δ dh,

and therefore

σ(z) = −(M/6)[z²δ′(z) + 4zδ(z) − 2∫_zᴴ δ dh].  (4)

For a film of thickness t much thinner than its substrate, δ is of order tδ′. The second term of (4) is then smaller than the first by a factor of order 4t/h. Dropping the accumulated terms and replacing D/(h − z₀) by its bare-substrate value gives the Stoney slope estimate, −M_s h_s²κ′/6, where M_s and h_s belong to the substrate.

Equation (3) was tested on a strongly mismatched plate in dimensionless units. The modulus is 1 for z < 0.4 and 2 + z for 0.4 < z < 1. The stress locked in while the plate is held flat is 0.3 − z in the lower part and sin 5z in the upper part. Curvatures came from minimising the elastic energy, ∫σ_h²/M dz, over strain and curvature, without use of (1). At z = 0.45, 0.6, 0.8 and 0.95 the largest stress error was 3×10⁻¹⁴ when κ was interpolated by a Chebyshev polynomial of degree 70. At degree 30 it was 3×10⁻⁷, so even noise-free data need an accurate derivative.

**4. Noise when each layer is solved separately**

Define q = (h − z₀)/D. For a thin film (2) becomes κ′ ≈ −qσ to leading order. Two neighbouring readings then give the stress of the layer between them:

σ_layer ≈ [κ(h) − κ(h + Δ)]/(qΔ).

The two errors are independent, so the variance of the difference is 2s² and

std(σ_layer) ≈ √2 s/(qΔ).  (5)

At fixed s, finer removal makes each layer stress worse. Neighbouring layers share one reading with opposite signs, so their error covariance is −s²/(qΔ)² and their correlation is −1/2. Averaging m adjacent layers makes the inner readings cancel, leaving √2 s/(q mΔ). The noise is thus concentrated in rapid oscillations with depth, which is why smoothing is effective.

**5. Regularised Volterra inversion**

Represent σ by values σ_j at the reading heights z_j, joined by straight lines. In (1), for the reading at h_i, put a = z_j − z₀(h_i). The cell from z_j to z_j + Δ contributes

to σ_j:  (1/D)∫₀^Δ (1 − u/Δ)(a + u)du = (aΔ/2 + Δ²/6)/D,
to σ_j₊₁:  (1/D)∫₀^Δ (u/Δ)(a + u)du = (aΔ/2 + Δ²/3)/D.

Summing over the cells above h_i fills row i of the matrix. A further column of ones carries the unknown initial curvature κ(H). Subtracting the measured κ(H) from the other readings instead would give them all a common error.

The unknowns minimise

J = Σᵢ [κᵢ(model) − κᵢ(read)]² + (ℓ⁶q²/Δ) ∫ (σ″)² dz,  (6)

where σ″ is the second depth derivative, q is taken at mid-film, and ℓ is a smoothing length. In discrete form the integral is Δ times the sum of squared second differences divided by Δ⁴. The penalty is therefore a set of extra least-squares rows

ℓ³q(σ_j₋₁ − 2σ_j + σ_j₊₁)/Δ² = 0.

Solving the stacked rows by an orthogonal or singular-value method avoids squaring their condition number.

*Depth resolution.* Far from the ends, with Δ ≪ ℓ and q nearly constant, replace the sum over readings by (1/Δ)∫dz and take Fourier components in exp(ikz). Since κ′ = −qσ, a stress component σ̂ produces the curvature component −qσ̂/(ik). Let σ̂_d be the component obtained by differentiating the data directly. For each k, J contains

(q²/Δ)[ |σ̂ − σ̂_d|²/k² + ℓ⁶k⁴|σ̂|² ].

Setting the derivative with respect to σ̂ to zero gives σ̂(1/k² + ℓ⁶k⁴) = σ̂_d/k², so

σ̂ = F σ̂_d,  F(k) = 1/[1 + (kℓ)⁶].  (7)

Four of the six powers come from the penalty and two from the integration in the forward equation. A sinusoidal stress of wavelength 2πℓ is recovered at half amplitude.

*Noise.* Independent readings have spectral density s²Δ, because its integral over |k| < π/Δ with measure dk/2π is s². Differentiation and division by q multiply this by k²/q², and the filter multiplies it by F². Since F² is negligible at π/Δ, the limits may be extended to infinity:

var σ = (s²Δ/q²) ∫ (dk/2π) k²/[1 + (kℓ)⁶]².

Put u = (kℓ)³, so k²dk = du/(3ℓ³). The substitution u = tan θ gives ∫du/(1 + u²)² = ∫cos²θ dθ = π/2 over the whole line. The numerical factor is (1/2π)(1/3)(π/2) = 1/12, and

std σ = (s/q) √(Δ/12) ℓ^(−3/2).  (8)

Dividing (8) by (5) gives the noise reduction (Δ/ℓ)^(3/2)/√24. At fixed ℓ and s, finer removal now helps, as √Δ. If a fixed total measuring time is shared among the readings so that s² ∝ 1/Δ, then s²Δ is constant and ℓ alone sets the noise.

*The best compromise for a smooth profile.* For kℓ ≪ 1, F − 1 ≈ −(kℓ)⁶, which corresponds to a bias of ℓ⁶ times the sixth depth derivative of σ. The mean square error has the form aℓ⁻³ + bℓ¹², with a ∝ s²Δ. Its minimum satisfies −3aℓ⁻⁴ + 12bℓ¹¹ = 0, or ℓ¹⁵ = a/(4b). The root-mean-square (rms) error then scales as (aℓ⁻³)^(1/2) ∝ a^(2/5) ∝ s^0.8. This applies to the interior of a smooth profile, not to its ends or to jumps.

**6. Choosing ℓ and stating the error**

The solution is linear in the readings: x = Gy, where y holds the readings and x the stresses and κ(H). The noise covariance is s²GGᵀ, ends included. If K is the matrix of section 5, the fitted readings are By with B = KG.

Generalised cross-validation chooses ℓ without knowing s. Suppose reading i is left out, and let p be its prediction from the others. The same fit results if reading i is kept but replaced by p. Linearity gives p = (By)ᵢ + Bᵢᵢ(p − yᵢ), so the prediction error is

yᵢ − p = rᵢ/(1 − Bᵢᵢ),  rᵢ = yᵢ − (By)ᵢ.

Replacing each Bᵢᵢ by the average tr B/m for m readings, the mean square prediction error becomes

V(ℓ) = m Σrᵢ²/(m − tr B)²,  (9)

which is minimised over a bounded range of ℓ. The argument relies on independent errors. If neighbouring readings have positively correlated errors, the method can mistake them for signal and select too small an ℓ.

The procedure is:

1. Compute A, z₀ and D at every reading height, and q at mid-film.
2. Build K and the penalty rows.
3. For each trial ℓ, form G and evaluate V.
4. At the smallest V, compute σ and its covariance.
5. Pass plausible trial profiles through GK to see how much detail is lost.

Step 5 is needed because the covariance contains no smoothing bias. At a known interface where stress jumps, the node should be doubled and no penalty row should cross it; otherwise the jump is smeared over a depth of order ℓ.

**7. Worked example**

The parameters are round model values. A 10 µm film, with modulus rising linearly from 200 to 300 GPa, lies on a 200 µm substrate of 180 GPa. With x the fractional height in the film, the stress locked in while the plate is flat is

500 − 300x − 400 exp{−[(x − 0.55)/0.15]²} MPa,

and the substrate is then stress-free. Releasing the plate gives the initial σ(z) to be recovered. There are 101 readings at Δ = 0.1 µm, with s = 0.01 m⁻¹.

The initial curvature is −1.618 m⁻¹. For a plate 5 mm across, the sag is 1.618 × (0.005)²/8 m = 5.1 µm, about 2% of the plate thickness, so the small-deflection assumption is reasonable. The width of the whole plate matters here, not just the span that is read: at the same curvature the sag grows as the square of the width, and a circular plate 2 cm across, with a sag of 0.4 of its thickness, would already depart from the linear curvature by about 3%, several times s.

*Stoney error without noise.* At the film top the true stress is 130.9 MPa and the Stoney slope gives 111.0 MPa, which is 15% low. No strain has yet accumulated there, so the error comes entirely from using the bare-substrate value of D/(h − z₀). At the film bottom the Stoney slope gives 500.0 MPa, equal to the current surface stress, while the initial stress was 457.2 MPa. Here the error is the neglected accumulated strain.

*Noise.* At mid-film q = 7.749×10⁻⁴ m⁻¹/(MPa µm). Equation (5) gives

√2 × 0.01/(7.749×10⁻⁴ × 0.1) = 182.5 MPa,

against 182.6 MPa from the full layer-by-layer matrix. Halving Δ doubles the matrix value to 365 MPa. With ℓ = 0.5 µm, (8) gives

(0.01/7.749×10⁻⁴) × √(0.1/12)/0.5^(3/2) = 3.33 MPa,

against 3.34 MPa from the full estimator. The reduction is 55-fold, paid for in depth resolution. At ℓ = 0.4 µm, a sinusoidal stress with kℓ = 1 was recovered at mid-film with amplitude factor 0.509, where (7) gives 0.500.

*Best ℓ.* Because the true profile is known here, the expected error can be computed for 31 values of ℓ, equally spaced in ln ℓ from 0.1 to 2 µm. The best is 0.405 µm, with an rms bias of 4.2 MPa, rms noise of 6.6 MPa and a total of 7.8 MPa over the film. Half-amplitude recovery then occurs at a wavelength of about 2.5 µm. Readings ten times quieter reduce the best ℓ to 0.271 µm and the total to 1.2 MPa. The gain is a factor of 6.5, close to the 10^0.8 = 6.3 of the smooth-profile estimate: part of the improvement is spent on finer resolution. The agreement is only approximate, since the total includes the ends and the best ℓ falls by a factor of 1.5 where the estimate gives 10^(2/15) = 1.36.

*Cross-validation.* Over 400 noise draws, with the search limited to the same 31 values of ℓ, the median selected ℓ was 0.366 µm and the median rms error 8.1 MPa, near the best attainable. In 9.5% of these draws, however, the error exceeded twice the best expected value, and its 95th percentile was 21 MPa. Such tail figures vary noticeably from one set of draws to another, but large errors are not rare, and here they come from a selected ℓ that is too small. They also depend on the lower limit of the search: if it is lowered from 0.1 to 0.01 µm the median hardly moves, but about 1 to 3% of draws select that limit and the largest errors reach about 1000 MPa. The selected ℓ should therefore be checked. If s is known from repeated readings, the expected Σrᵢ² at a given ℓ is s² tr[(I − B)²] plus a part from smoothing bias, so a much larger sum shows too much smoothing. Too little smoothing is not revealed this way, because the trace falls together with the sum; it shows instead as large standard deviations in the covariance s²GGᵀ.

One draw, with selected ℓ = 0.331 µm, gave these stresses in MPa:

height 0 µm: true 457, recovered 454 ± 24
height 2.5 µm: true 369, recovered 375 ± 6
height 5.0 µm: true −63, recovered −69 ± 6
height 7.5 µm: true 145, recovered 152 ± 6
height 10 µm: true 131, recovered 91 ± 25

The ranges are one standard deviation of noise at fixed ℓ. They include neither the smoothing bias nor the uncertainty from selecting ℓ with the same readings, so actual errors can be somewhat larger. The buried compressive dip is recovered well. The end values are about four times noisier than the middle; readings there lie on one side only, and (8) does not apply. The top value is 40 MPa low, or 1.6 standard deviations. In the rows shown the bias is at most 1.6 MPa, but it reaches 3.9 MPa at 5.5 µm, near the bottom of the dip.

**8. Errors that smoothing cannot remove**

Suppose the instrument drifts by +0.05 m⁻¹ in proportion to the depth removed. The local relation alone would turn this into a false stress of 0.05/(10 × 7.749×10⁻⁴) = 6.5 MPa. With accumulated strain included, both the exact inverse (3) and the regularised solution give 5.6 MPa at mid-film. The false signal is as smooth as a real stress, so the penalty leaves it in place and the covariance does not show it. Readings of an untouched reference sample can reveal it.

Thinner films are harder to measure. If t, Δ and ℓ all shrink tenfold at fixed s and substrate, (8) gives ten times more noise at fixed q; for the film of section 7, q rises by about 7% and the factor is about 9.4. For a film much thinner than its substrate, halving the substrate thickness raises q nearly fourfold and lowers the noise accordingly, but the sag over a given span also grows nearly fourfold, and its ratio to the plate thickness nearly eightfold. For the film of section 7, which is not so thin, the three factors are smaller, about 3.7, 3.3 and 6.2. The assumption that removal adds no stress can also fail, since polishing and ion milling can leave a damaged surface layer. Let that layer carry a constant force per width f after every cut. It shifts all readings except the first by about −qf, which layer-by-layer inversion assigns to the top layer as a false stress −f/Δ. For an illustrative 100 MPa over 0.1 µm, f = 10 MPa µm, and with Δ = 0.1 µm the false stress is −100 MPa. Omitting the reading of the uncut surface removes this constant shift to leading order. An error in the removal rate acts differently: if each step removes a fraction η more than assumed, each curvature step grows by about that fraction, and so does the magnitude of the local stress. The depth scale is wrong as well: stress assigned to depth d below the original surface really belongs to depth (1 + η)d. Where the profile is steep, this shift can cause the larger error.

The numerical output below gives the remaining values.

Calculated quantities

```
substrate, film thickness: 200, 10 um
moduli substrate, film bottom, film top: 180, 200, 300 GPa
removal step 0.10 um; readings 101; noise 0.010 1/m
initial, final curvature: -1.6179, 0.0000 1/m
initial sag magnitude over 5 mm: 5.06 um
q at film middle: 7.7493e-04 (1/m)/(MPa um)
mismatched-stack inverse, largest error (dimensionless): degree 30: 2.7e-07, degree 70: 3.1e-14
height in film um | initial stress | current surface stress | Stoney, MPa
  0.0 | 457.20 | 500.00 | 500.00
  5.0 | -63.46 | -54.18 | -50.38
  10.0 | 130.89 | 130.89 | 111.02
separate layers: step um | matrix noise | law, MPa
  0.20 | 91.4 | 91.2
  0.10 | 182.6 | 182.5
  0.05 | 365.1 | 365.0
regularised, film middle: ell um | matrix noise | law, MPa
  0.3 | 7.218 | 7.169
  0.5 | 3.342 | 3.332
  0.8 | 1.685 | 1.646
depth response at ell 0.4 um: k*ell | computed | law
  0.7 | 0.8932 | 0.8947
  1.0 | 0.5092 | 0.5000
  1.4 | 0.1201 | 0.1172
best expected ell: 0.405 um
its rms bias, noise, total: 4.20, 6.60, 7.82 MPa
noise 0.001 1/m: best ell 0.271 um, total rms 1.21 MPa
cross-validation, 400 draws: median ell 0.366 um
its median, 95th percentile rms error: 8.12, 21.00 MPa
draws with error above twice best expected: 9.5 percent
shown draw: ell 0.331 um, rms error 8.60 MPa
height um | true | recovered | bias | standard deviation, MPa
  0.0 | 457.2 | 453.6 | 0.11 | 23.66
  2.5 | 368.6 | 374.8 | 0.95 | 6.12
  5.0 | -63.5 | -69.2 | 1.57 | 6.21
  5.5 | -121.8 | -118.5 | 3.91 | 6.24
  7.5 | 145.2 | 151.9 | -0.69 | 6.38
  10.0 | 130.9 | 90.6 | -0.09 | 25.41
drift 0.050 1/m over run: false mid-film stress 5.60 MPa (exact inverse 5.60 MPa)
```
